Minibands of an Oxide Superlattice with Layer-Dependent Masses, part 2

Two oxide semiconductors alternate along z: wells (width a, electron mass m_w, potential 0) and barriers (width b, mass m_b, height V0), with period d = a + b. We want the masses of electrons in the lowest miniband and the conditions under which it survives. The envelope φ(z) obeys

−(ħ²/2) (φ'/m)' + [V + ħ²k_p²/(2m)] φ = E φ,   (2)

where k_p is the in-plane wave number and the prime means d/dz; φ and φ'/m are continuous. A state of Bloch wave number q obeys

cos qd = f(E),
f(E) = cos ka cosh κb + ½ (g_b/g_w − g_w/g_b) sin ka sinh κb.   (7)

Here k² = 2m_wE/ħ² − k_p², κ² = 2m_b(V0 − E)/ħ² + k_p², g_w = k/m_w and g_b = κ/m_b. At k_p = 0, dk/dE = m_w/(ħ²k) and dκ/dE = −m_b/(ħ²κ). With t = tan(ka/2) and T = tanh(κb/2), the lowest miniband then begins where g_w t = g_b T and ends where g_w t = g_b/T. Measured from the layer centres, both edge states are cosines in the wells; in the barriers the bottom state is a cosh and the top state a sinh.

A narrow band of width Δ near the single-well level E_s has

E ≈ E_s − (Δ/2) cos qd.   (14)

This is the band of a chain in which each well is coupled to its neighbours by −J, with J = Δ/4.

The example has a = 2 nm, b = 1 nm, m_w = 0.28 m_e, m_b = 0.35 m_e and V0 = 0.30 eV, with ħ²/(2m_e) = 0.0381 eV nm². At k_p = 0 its lowest miniband runs from 76.95 to 147.69 meV, so Δ = 70.7 meV; a gap of 170 meV separates it from the second. Grid results come from diagonalizing (2) numerically on one period. In the closing table, the continuous-slope rule makes φ' continuous instead of φ'/m, and the thick-barrier formula is the leading-order width for large κb.

**(g) Find the mass for motion along z at the bottom of the miniband, and its limit for short periods.**

*Solution.* Let E_b be the bottom of the band. For small q, cos qd ≈ 1 − q²d²/2. Near the bottom, f ≈ 1 + f'(E_b)(E − E_b), where f' = df/dE is negative. Equating the two gives

E = E_b − q²d²/(2f'(E_b)).

Comparison with E_b + ħ²q²/(2m_z) gives

m_z = −ħ² f'(E_b)/d².   (15)

To evaluate f', use the factorized form found in part (e):

f − 1 = 2 (g_b T − g_w t)(g_w T + g_b t)/[g_w g_b (1 + t²)(1 − T²)].

The first bracket vanishes at the bottom, so only its derivative contributes. Differentiating as in part (f), now with T depending on κ, gives

d(g_w t − g_b T)/dE = (L_w + L_b)/ħ²,
L_w = t/k + (a/2)(1 + t²),
L_b = T/κ + (b/2)(1 − T²).   (16)

The second bracket is simplified with T = g_w t/g_b, which makes it t(g_w² + g_b²)/g_b. Then

m_z = 2(L_w + L_b) t (g_w² + g_b²)/[d² g_w g_b² (1 + t²)(1 − T²)].

At the bottom of the example k = 0.7520 nm⁻¹, κ = 1.4314 nm⁻¹, t = 0.9353 and T = 0.6143. Hence

L_w = 1.244 + 1.875 = 3.119 nm,
L_b = 0.429 + 0.311 = 0.740 nm.

In units of nm⁻¹ per m_e, g_w = 2.686 and g_b = 4.090. The remaining factors are

t(g_w² + g_b²)/(g_w g_b²) = 0.9353 × 23.94/44.92 = 0.4985,
(1 + t²)(1 − T²) = 1.875 × 0.6227 = 1.1675.

The mass is therefore m_z = 2 × 3.859 × 0.4985/(9 × 1.1675) = 0.366 m_e. The curvature of the grid energies near q = 0 agrees within 0.3%.

For a very short period, ka and κb are small. To second order in the widths,

f ≈ 1 − k²a²/2 + κ²b²/2 + (ab/2)(κ²m_w/m_b − k²m_b/m_w).

Insert k² = 2m_wE/ħ² and κ² = 2m_b(V0 − E)/ħ²:

ħ²(f − 1) ≈ −m_w a²E + m_b b²(V0 − E) + ab m_w(V0 − E) − ab m_b E.

The terms with V0 − E combine to b(m_w a + m_b b)(V0 − E), and those with E to −a(m_w a + m_b b)E. Hence

ħ²(f − 1) ≈ (m_w a + m_b b)(bV0 − dE).   (17)

The band begins at E_b = V0 b/d, the mean potential. Equation (15) then gives

m_z = (a m_w + b m_b)/d,   (18)

the arithmetic mean of the masses. It is the masses that are averaged, not their inverses, because the current is the same everywhere and φ is nearly constant over a short period. The part of φ'/m that carries the current is then nearly constant too, and the corresponding part of the slope in each layer is proportional to its mass.

For our layer ratio these limits are 100 meV and 0.303 m_e. With both widths reduced by a factor of 20, the grid calculation reproduced them within 1 meV and 0.2%. That period, 0.15 nm, tests the mathematics only, since it is smaller than the atomic spacing. The actual 3 nm period is not in this limit: its band begins at 77 meV, and its mass is 21% above the mean.

**(h) Find the mass for motion in the plane. Does in-plane motion change the miniband width?**

*Solution.* In the equation for φ, the in-plane motion adds the term s/m(z), with s = ħ²k_p²/2. Let H be the operator acting on φ, with normalized φ. Then E = ⟨φ|H|φ⟩, and

dE/ds = ⟨φ|dH/ds|φ⟩ + E d⟨φ|φ⟩/ds.

The last term is zero because the norm stays 1. With P_w and P_b the probabilities of finding the electron in a well and in a barrier,

dE/ds = ⟨1/m⟩ = P_w/m_w + P_b/m_b.

Since E rises as s/m_par for small k_p, the in-plane mass is given by

1/m_par = P_w/m_w + P_b/m_b.   (19)

Here it is the inverse masses that are averaged, because the layers offer parallel paths.

The probabilities at the band bottom follow from the edge state. Scale φ to 1 at the interfaces, so that it is cos kx/cos(ka/2) in the well. Its squared integral there is

[a/2 + sin(ka)/(2k)]/cos²(ka/2) = (a/2)(1 + t²) + t/k = L_w.

The same integral of the cosh in the barrier gives L_b. The lengths in (16) are thus the weights of the two layers, and

P_w = 3.119/3.859 = 0.808,  P_b = 0.192.

Then 1/m_par = 0.808/0.28 + 0.192/0.35 = 3.434 in units of 1/m_e, or m_par = 0.291 m_e. The miniband is anisotropic although each layer is isotropic.

For the width, compare the total potentials felt in the two layers. Their difference is

V_eff = V0 + (ħ²k_p²/2)(1/m_b − 1/m_w).   (20)

The problem at finite k_p is the problem at k_p = 0 with V0 replaced by V_eff, plus the common shift ħ²k_p²/(2m_w). If m_b > m_w, the electron sees a lower barrier as it moves faster in the plane. At k_p = 0.5 nm⁻¹,

V_eff = 300 + 38.1 × 0.25 × (2.857 − 3.571) = 293.2 meV.

The width there is 71.7 meV, an increase of 0.95 meV. The increase can be traced to the edge states. By the argument used for s, dE/dV0 = P_b. At the bottom P_b = 0.192. At the top the barrier function is a sinh, whose weight is

1/(κT) − (b/2)/sinh²(κb/2) = 1.592 − 1.274 = 0.318 nm,

with κ = 1.183 nm⁻¹. The well weight is L_w = 5.569 nm, so P_b = 0.318/5.887 = 0.054. Lowering the barrier by 6.8 meV therefore lowers the bottom more than the top, by 6.8 × (0.192 − 0.054) = 0.94 meV. With equal masses this effect vanishes, and vertical and in-plane motion separate.

**(i) Size the effects left out, and state when the miniband can be expected to survive.**

*Solution.* The inputs below are rough, and each effect is taken alone with the other parameters fixed.

*Scattering.* For an in-plane mobility μ, the relaxation time is τ = m_par μ/e, and it blurs the energy by about ħ/τ. At μ = 100 cm²/Vs this is 39.8 meV, or 0.56 Δ, so the miniband is only partly resolved. The blur equals Δ at μ = 100 × 39.8/70.7 ≈ 56 cm²/Vs. This is an order-of-magnitude criterion, since it assumes that scattering along z resembles scattering in the plane. At 300 K the thermal energy is 25.9 meV, so carriers spread over a sizeable part of the band.

*A uniform field.* In a net field F, conservation of energy confines an electron of one miniband to a length of about Δ/(eF). This equals one period at

F = Δ/(ed) = 0.236 MV/cm.

At 0.5 MV/cm neighbouring wells differ by eFd = 150 meV. In the chain of (14), first-order perturbation theory gives each neighbour the amplitude (Δ/4)/(eFd) = 17.7/150 = 0.118. The weight left on the central well is 1 − 2 × 0.118² = 0.972, as diagonalization of the chain also gives. The extended miniband is then lost. The chain contains only one miniband, however. At this field electrons can also cross the 170 meV gap into the second miniband, so the weight 0.972 describes the one-band model and not the full structure.

Polarization fields in zinc-oxide structures grown along the polar axis need a separate remark. If they alternate between wells and barriers and cancel over a period, the structure remains periodic and minibands remain possible. The potential inside each layer is then sloped, however, and the condition derived here no longer applies as it stands. At 0.5 MV/cm the potential changes by 100 meV across a 2 nm well, so the energies must be recalculated with the sloped potential. Comparing this change with Δ does not decide whether the miniband survives, because the change is undone in the barrier and does not add up from period to period.

*Thickness.* One extra monolayer, taken as 0.28 nm, in every well moves the band centre by −16.8 meV and reduces the width to 56 meV. In every barrier it moves the centre by −3.1 meV and reduces the width to 48 meV. These are uniform changes. Suppose instead that half of the wells, chosen at random, have the extra layer over their whole area. Taking the 16.8 meV shift as the difference between their levels, the levels scatter about their mean by σ = 8.4 meV. In the chain of (14), with J = Δ/4 = 17.7 meV, the density of states per well at the band centre is 1/(2πJ). The golden rule then gives a blur ħ/τ = 2πσ²/(2πJ) = σ²/J = 4.0 meV, well below Δ. The speed there is 2Jd/ħ, so the electron travels about 2J²/σ² = 9 periods between collisions. Scattering is stronger near the band edges, where the electron is slower. Because this disorder is uniform in the plane, k_p is conserved and the problem is one-dimensional, and in one dimension random levels localize every state. The standard weak-disorder result, taken over here without derivation, gives a decay length of the envelope of about 8J²/σ² ≈ 35 periods at the band centre. It shrinks to a few periods at the band edges, near which carriers of low density sit. Steps in thickness within the plane of a layer are not covered by this estimate.

*Phonons.* Electrons in polar oxides drag a lattice distortion with them. For a phonon energy of 72 meV and dielectric constants of 3.7 (high frequency) and 8.5 (static), the Fröhlich coupling is α_F = 1.11. The standard weak-coupling mass factor, taken over here without derivation, is 1 + α_F/6 = 1.185. Applied to both masses, it reduces Δ to 54 meV, or by 24%. This correction is needed only if 0.28 and 0.35 m_e are bare masses. It is itself rough, because Δ is as large as the phonon energy.

*Smaller effects.* Let the masses vary as m_w(1 + E/E_g) and m_b[1 + (E − V0)/E_g], with E_g = 3.4 eV. The band centre then moves by 0.5 meV, and the width becomes 71.4 meV. Replacing the continuous envelope by a chain of sites 0.25 nm apart gives 71.3 meV. That tests the graininess of the kinetic term, not the full atomic structure.

For 10¹⁸ electrons per cm³, the zero-temperature Fermi energy above the band bottom is

ħ²(3π²n)^(2/3)/(2m_dos) = 11.6 meV,  m_dos = (m_par² m_z)^(1/3).

This is below the thermal energy at 300 K. If the electrons sit in the wells and their donors in the barriers, each period holds n_s = nd electrons per area. In Gaussian units the interface field is 2πe n_s/ε. It falls linearly to zero at the layer centres, which are d/2 apart, so the bands bend by πe²n_s d/(2ε) = 2.4 meV.

*The real case.* The well mass and barrier height are in the rough range of zinc oxide with barriers of moderate magnesium content; the barrier mass is an assumption. The 1 nm barrier is thin, about four monolayers, and was chosen to give a wide band. With 4 nm barriers and all else unchanged, the width is 1.2 meV, far below the scattering blur found above. In amorphous oxide films the mobility is roughly 10 cm²/Vs. The same estimate then gives a blur near 400 meV, several times Δ, and no coherent miniband should be expected even if the layer thicknesses repeat perfectly. For the parameters used here, a resolved miniband calls for a mobility well above 56 cm²/Vs and a net field well below 0.24 MV/cm. Random errors of one monolayer that are uniform across each well blur the band centre only slightly by the estimate above. They localize the states over some tens of periods there and over fewer near the band edges, so they are tolerable only in stacks shorter than that. Interfaces that are rough within the plane need a separate treatment. The numerical output below lists the values used.

Table of computed values

```
well a, barrier b, period d: 2.0, 1.0, 3.0 nm
masses m_w, m_b: 0.28, 0.35 m_e; V0 = 0.30 eV
hbar^2/(2 m_e) = 0.038100 eV nm^2
hand energy E = 0.12 eV
  k = 0.9391 /nm, kappa = 1.2859 /nm
  cos*cosh term = -0.5892
  bracket with its 1/2 = 0.0913
  sin*sinh term = 0.1454
  cos(qd) = -0.4438, qd = 2.0306 rad
largest formula-grid difference = 0.0145 meV
miniband 1 bottom = 76.95 meV
miniband 1 top = 147.69 meV
miniband 1 width = 70.74 meV = 1.133e-20 J
miniband 2 bottom = 317.63 meV
miniband 2 top = 598.18 meV
gap between 1 and 2 = 169.94 meV
isolated-well level = 105.68 meV
continuous-slope rule: bottom = 88.41 meV
continuous-slope rule: top = 166.25 meV
b = 4 nm: grid width = 1.209 meV
  thick-barrier formula = 1.209 meV
b = 1 nm: thick-barrier formula = 66.6 meV
m_z at bottom = 0.3661 m_e; layer mean = 0.3033 m_e
well probability at bottom = 0.8081
in-plane mass at bottom = 0.2912 m_e
kp = 0.5 /nm: barrier seen = 293.20 meV
  miniband width there = 71.69 meV
NEGLECTED EFFECTS, rough inputs
kT at 300 K = 25.9 meV
hbar/tau at 100 cm2/Vs = 39.8 meV
field with eFd = width: 0.236 MV/cm
eFd at 0.5 MV/cm = 150 meV
  one-band weight on one period = 0.972
monolayer = 0.28 nm
  all wells thicker: centre shift -16.8 meV
  all wells thicker: width 56.1 meV
  all barriers thicker: shift -3.1 meV
  all barriers thicker: width 47.5 meV
nonparabolic, gap scale 3.4 eV:
  centre shift 0.5 meV, width 71.4 meV
0.25 nm lattice chain: width = 71.3 meV
phonon 72 meV, eps 3.7 and 8.5
  Froehlich coupling = 1.11
  mass factor = 1.185, width 53.6 meV
density 1e18 cm^-3: Fermi energy (T=0) = 11.6 meV
  band bending = 2.4 meV
```
